# Static screening by band electrons and partly frozen-out donors

## Which density belongs in the screening length

A calculation of ionised-impurity scattering, or of the potential around a fixed charge in a cooled semiconductor, needs a screening length. The decision is which density to put in it. If some donors have recaptured their electrons, the density $n$ of band electrons is too small, because a static potential also changes how many donors are occupied. For an n-type crystal with $N_d$ donors and $N_a<N_d$ filled acceptors per volume, the density to use is Brooks's

$$
n'=n+\frac{(n+N_a)(N_d-N_a-n)}{N_d},\qquad
L=\sqrt{\frac{\varepsilon kT}{e^2n'}} .
$$

Here $\varepsilon$ is the static permittivity of the host, $T$ the temperature and $e>0$ the elementary charge. For the silicon example below, at 40 K, this gives $L=325$ nm, whereas $n$ alone would give 565 nm.

The formula is a linear, mean-field result for thermal equilibrium. Its $n'$ measures the response to a potential. It is neither the density of mobile carriers nor that of scattering ions, which is $N_d^++N_a=n+2N_a$ when the crystal is neutral. In a scattering calculation, $n'$ screens the mean potential of each ion. Thermal fluctuations of the donor charge scatter as well. In the silicon example they add about 3% to the Born-approximation momentum-relaxation rate, which sets the mobility, but about a third to the total scattering rate, which is dominated by small angles. The Born approximation is itself only a rough guide there: for thermal electrons of wavenumber $k$ at 40 K, the Coulomb parameter $1/(ka_B)$, with $a_B$ the effective Bohr radius, is above 1.

## Linear response of the band electrons

Let $E_c$ be the conduction-band edge and $\mu$ the chemical potential. When the band is nondegenerate, $n\ll N_c$, Fermi-Dirac occupation reduces to its exponential tail and

$$
n=N_c e^{\eta},\qquad \eta=\frac{\mu-E_c}{kT},\qquad
N_c=2\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2}.
$$

The density-of-states mass $m_d$ includes all conduction valleys.

Now apply a static potential $\phi(\mathbf r)$ that varies slowly on the scale of the electron wavelength. An electron has charge $-e$, so its energy changes by $-e\phi$ and the band edge becomes $E_c-e\phi$. In equilibrium $\mu$ stays uniform. With $u=e\phi/kT$,

$$
n(u)=N_c e^{\eta+u}=n e^u,\qquad
\delta n=n(e^u-1)\simeq nu .
$$

The last step requires $|u|\ll1$. A positive potential attracts electrons, hence the positive sign.

## Linear response of the donors

Suppose a donor holds either no electron or one. Let its one-electron states have binding energies $E_j$ below the band edge and degeneracies $g_j$. Relative to the empty donor, the total statistical weight of the occupied states is

$$
W=\sum_j g_j e^{\eta+E_j/kT}.
$$

The probability of occupation is therefore

$$
f=\frac{W}{1+W},\qquad 1-f=\frac1{1+W}.
$$

If $\phi$ varies little across the donor orbit, every bound level shifts by $-e\phi$, just as the band edge does. Each term of $W$ acquires the same factor, so $W(u)=We^u$ and $dW/du=W$ at $u=0$. Differentiating the quotient,

$$
\frac{df}{du}
=\frac{(1+W)W-W\,W}{(1+W)^2}
=\frac{W}{(1+W)^2}
=f(1-f).
$$

Degeneracies and excited states affect $f$ itself, but they do not alter this relation.

Write $N_d^0=N_df$ for the neutral donors and $N_d^+=N_d(1-f)$ for the ionised ones. The change in bound electrons is

$$
\delta N_d^0=N_df(1-f)u=\frac{N_d^0N_d^+}{N_d}u.
$$

The product has a direct meaning: a donor responds through a change of occupation, so the response vanishes if all donors are full or all are empty. It is largest at half filling, where it equals $N_d/4$.

## Adding the charges with their signs

With holes negligible and every acceptor negatively charged, the charge density is

$$
\rho=e(N_d^+-N_a-n).
$$

The unperturbed crystal is neutral, so

$$
N_d^+=n+N_a,\qquad N_d^0=N_d-N_d^+=N_d-N_a-n.
$$

Under the potential $N_a$ stays fixed. Since the total number of donors is also fixed, $\delta N_d^+=-\delta N_d^0$. Thus

$$
\delta\rho=-e(\delta N_d^0+\delta n)
=-e\left(n+\frac{N_d^0N_d^+}{N_d}\right)u
=-\frac{e^2n'}{kT}\phi .
$$

Substituting the two neutrality relations gives the stated $n'$. A newly captured electron is immobile, but its charge still enters Poisson's equation.

Away from an added point charge $Ze$, Poisson's equation is $\varepsilon\nabla^2\phi=-\delta\rho$, or

$$
\nabla^2\phi=\frac{e^2n'}{\varepsilon kT}\phi=\frac{\phi}{L^2}.
$$

For a spherical potential put $w=r\phi$. Then $w''=w/L^2$, whose decaying solution is $w=Ae^{-r/L}$. Close to the charge the electric flux must be $Ze$, so $-4\pi\varepsilon r^2\phi'\to Ze$. Since $\phi\to A/r$ there, $A=Ze/(4\pi\varepsilon)$ and

$$
\phi(r)=\frac{Ze}{4\pi\varepsilon r}e^{-r/L}.
$$

The induced charge integrates to

$$
\int\delta\rho\,d^3r
=-\frac{\varepsilon}{L^2}\frac{Ze}{\varepsilon}\int_0^\infty re^{-r/L}\,dr=-Ze .
$$

The added charge is fully compensated, and the donors supply the fraction $(n'-n)/n'$ of the compensation.

## Finding the equilibrium density

For a single ground level of degeneracy $g$ and binding energy $E_d$, $N_d^+/N_d^0=1/W$. Multiplication by $n=N_ce^\eta$ removes the chemical potential:

$$
\frac{nN_d^+}{N_d^0}
=\frac{N_ce^\eta}{g e^{\eta+E_d/kT}}
=\frac{N_c}{g}e^{-E_d/kT}\equiv n_1 .
$$

Neutrality turns this into

$$
n(n+N_a)=n_1(N_d-N_a-n),
$$

and, after collecting terms,

$$
n^2+(N_a+n_1)n-n_1(N_d-N_a)=0.
$$

With $b=N_a+n_1$, the positive root is

$$
n=\frac{2n_1(N_d-N_a)}
{b+\sqrt{b^2+4n_1(N_d-N_a)}} .
$$

This is the usual root multiplied above and below by $b+\sqrt{\cdots}$. It avoids subtracting two nearly equal numbers when $n$ is small.

There is also a local form for code that treats nonuniform samples. From $N_d^+=n_1N_d^0/n$ and $N_d^++N_d^0=N_d$,

$$
N_d^0=\frac{N_dn}{n+n_1},\qquad
N_d^+=\frac{N_dn_1}{n+n_1},
$$

$$
n'=n+\frac{N_dn\,n_1}{(n+n_1)^2}.
$$

Neutrality was not used here. This expression therefore applies at each point of a smoothly varying equilibrium structure, with $n$ the local density. In a Newton solution of the nonlinear Poisson equation, $-e^2n'/kT$ is the derivative of the local charge density with respect to potential. The form containing $N_a$ should be kept for neutral regions.

## Limiting cases

Multiplying out the neutral formula gives

$$
n'=N_a\left(1-\frac{N_a}{N_d}\right)
+2n\left(1-\frac{N_a}{N_d}\right)-\frac{n^2}{N_d}.
$$

1. **Full ionisation.** When $n\to N_d-N_a$, no neutral donors remain and $n'\to n$.
2. **Freeze-out without acceptors.** For $N_a=0$ and $n\ll N_d$, $n'\simeq2n$. There are then as many ionised donors as band electrons, and almost all donors are neutral, so each part contributes $n$.
3. **Freeze-out with acceptors.** When $n\ll N_a$, $n'\to N_a(1-N_a/N_d)$. Acceptors keep some donors empty even as the band empties, so the donors can still screen in equilibrium. This linear result cannot be followed to $T\to0$: the bare Coulomb energy at distance $L$, divided by $kT$, grows as $T^{-3/2}$. In the silicon example below it exceeds 1 at 5 K, where linear theory fails.

At fixed doping,

$$
\frac{dn'}{dn}=2\frac{N_d-N_a-n}{N_d}=2\frac{N_d^0}{N_d}\ge0 .
$$

This slope also shows how an error in the calculated $n$ passes into $n'$.

## Lightly doped silicon at 40 K

Take phosphorus-doped silicon with $N_d=1.00\times10^{14}$ and $N_a=1.00\times10^{13}$ cm$^{-3}$. Rough material values are $E_d=45$ meV, $m_d=1.06$ electron masses and $\varepsilon=11.7\,\varepsilon_0$, where $\varepsilon_0$ is the vacuum permittivity. The ground level has $g=2$. At 40 K, $kT=3.447$ meV and $N_c=1.333\times10^{18}$ cm$^{-3}$, so

$$
n_1=\frac{1.333\times10^{18}}2e^{-45.0/3.447}
=1.426\times10^{12}\ \mathrm{cm^{-3}}.
$$

The quadratic root is $n=6.975\times10^{12}$ cm$^{-3}$. Neutrality then gives $N_d^+=1.698\times10^{13}$ and $N_d^0=8.302\times10^{13}$ cm$^{-3}$. The donor part of the response is

$$
\frac{(1.698\times10^{13})(8.302\times10^{13})}{1.00\times10^{14}}
=1.409\times10^{13}\ \mathrm{cm^{-3}},
$$

and therefore

$$
n'=(0.698+1.409)\times10^{13}
=2.107\times10^{13}\ \mathrm{cm^{-3}}.
$$

Donors provide 67% of the screening. Converting $n'$ to $2.107\times10^{19}$ m$^{-3}$ before using the SI formula gives $L=325$ nm.

At the same doping, the model gives these values at other temperatures:

| $T$ (K) | $n$ (cm$^{-3}$) | $n'$ (cm$^{-3}$) | $L$ (nm) |
|---:|---:|---:|---:|
| 20 | $9.71\times10^6$ | $9.00\times10^{12}$ | 352 |
| 30 | $1.06\times10^{11}$ | $9.19\times10^{12}$ | 426 |
| 40 | $6.98\times10^{12}$ | $2.11\times10^{13}$ | 325 |
| 50 | $3.42\times10^{13}$ | $5.89\times10^{13}$ | 218 |
| 77 | $8.59\times10^{13}$ | $8.98\times10^{13}$ | 219 |
| 300 | $9.00\times10^{13}$ | $9.00\times10^{13}$ | 431 |

The length is not monotonic because $L^2\propto T/n'$. Between 20 and 30 K, $n'$ hardly changes and $L$ grows nearly as $\sqrt T$. From 30 to 50 K, $n'$ grows by a larger factor than $T$, so $L$ is shorter at 50 K than at 30 K. After ionisation is complete, $L$ again grows as $\sqrt T$.

## When the donors are too slow

The static result assumes that donors can exchange electrons with the band. Let $C$ be the capture coefficient. Detailed balance fixes the emission rate per neutral donor at $Cn_1$, so

$$
\frac{dN_d^0}{dt}=CnN_d^+-Cn_1N_d^0 .
$$

At fixed $n$, a disturbance obeys $\delta N_d^+=-\delta N_d^0$ and decays at the rate $1/\tau=C(n+n_1)$. For an assumed, rough $C=10^{-6}$ cm$^3$/s, $\tau$ is about 0.12 µs at 40 K. With the same $C$ at 20 K it would be about 0.09 s.

For a potential proportional to $e^{-i\omega t}$, suppose the band electrons still follow it, so $\delta n=nu$. Linearising the rate equation gives

$$
\left(-i\omega+\frac1\tau\right)\delta N_d^0=CN_d^+nu .
$$

Since $n+n_1=nN_d/N_d^0$, we have $C\tau n=N_d^0/N_d$, and hence

$$
n'(\omega)=n+\frac{N_d^0N_d^+/N_d}{1-i\omega\tau}.
$$

For $\omega\tau\gg1$ the donor part disappears, although the band part remains under the stated assumption. A signal at 40 K that is fast compared with $1/\tau$, yet slow enough for band electrons to move over the distances involved, should therefore use $n=7.0\times10^{12}$ cm$^{-3}$ in place of the static $n'$. The potential of a permanently fixed ion in equilibrium calls for the static value.

## Size of the neglected effects

**Donor spectrum.** Phosphorus in silicon has excited states not far above the ground level. Representing them by ten states, spin included, 12 meV above it replaces $g$ in $n_1$ by $2+10e^{-12\,\mathrm{meV}/kT}$. At 40 K this lowers $n$ by 9%, to $6.33\times10^{12}$ cm$^{-3}$, and $n'$ by 5%, to $2.00\times10^{13}$ cm$^{-3}$. This is the largest correction to the average $n'$ among the neglected effects sized here, but the rough binding energy matters as much: in the single-level model, taking $E_d=45.6$ meV instead of 45 meV lowers $n$ by 11% and $n'$ by 6%. The two changes add: with a ground level at 45.6 meV and six and four excited states at binding energies of 33.9 and 32.6 meV, $n$ is about 19% and $n'$ about 10% below the values of the example. The three-digit values above therefore describe the model with its stated inputs, not a real sample to that accuracy. Double occupation is negligible: with one two-electron state and a rough second binding energy $E_2=2$ meV, the ratio of doubly occupied to neutral donors is $(n/gN_c)e^{E_2/kT}=5\times10^{-6}$.

**Strong potentials.** Define the Coulomb length $\ell=e^2/(4\pi\varepsilon kT)$, which is 35.7 nm here. Around a single positive ion, linear theory gives $u=(\ell/r)e^{-r/L}$, so linearisation fails at distances comparable with $\ell$ or smaller. Capture into bound states also matters there. For a negative ion, the nonlinear equation

$$
\nabla^2u=4\pi\ell\left[n(e^u-1)+N_d\left(
\frac{fe^u}{1-f+fe^u}-f\right)\right]
$$

was solved numerically as a radial boundary-value problem. At $r=2L$ its potential is 0.996 of the linear one. This does not validate the linear form close to either ion.

**Discrete donors.** A sphere of radius $L$ contains 14 donors on average. For random placement the relative standard deviation of that number is $1/\sqrt{14.4}$, or 26%. The calculated potential therefore only approximates an average over donor arrangements. Around one particular ion, the linear response of discrete donors typically changes the potential at $r=L$ to $2L$ by about 10%.

**Random fields.** Treat the ions, of density $N_i=N_d^++N_a$, as independent and singly charged, each with a screened potential. The variance of $u$ is

$$
\langle u^2\rangle
=N_i\int_0^\infty\frac{\ell^2e^{-2r/L}}{r^2}\,4\pi r^2dr
=2\pi N_i\ell^2L .
$$

For independent ions the rms potential energy is 0.91 meV; correlations between donor occupations would raise it by about 7%. Averaging the occupations over a Gaussian distribution of width 0.91 meV, with $\mu$ readjusted for mean neutrality, raises $n$ by 4% and $n'$ by 1.5%. This width leaves out the thermal fluctuations of the band electrons. Counting the mean fixed charges and all thermal fluctuations in linear theory gives $\langle u^2\rangle=2\pi[N_d(1-f)^2+N_a]\ell^2L+\ell/L\approx0.14$ instead of 0.07, and the same averaging then gives about 8% and 3%.

**Degeneracy and wavelength.** Band degeneracy reduces the band response by about two parts in a million. The finite electron wavelength can be sized from first-order perturbation theory. For wavenumber $q$ and mass $m$, let $\kappa=\hbar q/\sqrt{mkT}$ and let $G(p)$ be the unit normal distribution of the scaled momentum along $q$. The response relative to $q=0$ is

$$
R=\int_{-\infty}^{\infty}\frac{G(p-\kappa/2)-G(p+\kappa/2)}{p\kappa}\,dp
\simeq1-\frac{\kappa^2}{12}.
$$

The expansion follows from $-G'/p=G$ and $G'''/p=(3-p^2)G$, whose integral is 2. With the lightest silicon mass, 0.19 electron masses, the loss at $q=1/L$ is $9\times10^{-5}$.

## Use for real silicon

The example represents lightly doped silicon under cryogenic conditions. Its doping is far below that of contact regions, where donor orbits overlap and the isolated-donor model fails. A rough orbit decay length, $\hbar/\sqrt{2mE_d}$ with $m=0.26$ electron masses, is 1.8 nm, while $N_d^{-1/3}$ is about 215 nm. Near room temperature the donor correction is negligible at this doping.

Inside a device the assumption of neutrality can fail. In a depletion layer $n\to0$ while the acceptors stay charged, so the neutral formula would wrongly leave the finite value $N_a(1-N_a/N_d)$. The local form instead gives $n'\simeq n(1+N_d/n_1)$ for $n\ll n_1$, which falls to zero with $n$. Under current flow or illumination there is no common equilibrium chemical potential. In a steady state without light, the rate equation above still gives $N_d^0=N_dn/(n+n_1)$ with the actual local $n$, provided the band electrons are at the lattice temperature, donors exchange electrons only with the band, and the electric field $F$ is too weak to change emission and capture. The last condition is strict at low temperature: the Poole-Frenkel lowering of the emission barrier, $e\sqrt{eF/(\pi\varepsilon)}$, is 2.2 meV at 100 V/cm and 7 meV at 1 kV/cm, against $kT=3.4$ meV at 40 K, and a depletion layer carrying 1 V at this doping reaches about 5 kV/cm. Otherwise the donor occupations must come from rate equations that include the additional processes.
